# Multipole fits of the polarizability by linear Padé algebra: the Lindhard case

Eight poles fitted in 50-digit arithmetic to sixteen samples of the RPA response of the electron gas (\(r_s=4\), \(q=1.5k_F\)) reproduce the self-energy kernel \(F(s)\) at \(s=-\varepsilon_F\), where it equals \(-0.14955\), with an absolute error of \(1.3\times10^{-6}\) when the samples lie on the imaginary axis, and of \(1.2\times10^{-3}\) when they lie on two lines parallel to the real axis. Just above the real axis, where \(|F|\) reaches 0.51, the order is reversed: the largest errors are 0.32 and 0.005. The algebra is the same in both fits, and the difference comes from a weight function that the sample points define.

## The function to be fitted

Hartree atomic units and an unpolarized gas of density \(\rho\) are used. With \(v=4\pi/q^2\), \(P=v\chi_0\) and \(Y=P/(1-P)\), the RPA screened interaction is \(W=v+vY\). The independent-particle response at complex \(z\) is
\[\chi_0=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\Big[\frac1{z-\Delta}-\frac1{z+\Delta}\Big],\qquad \Delta=\tfrac12q^2+qk\cos\theta .\]
Set \(x=q/2k_F\), \(y=z/qk_F\), \(k=k_F\kappa\), \(c=\cos\theta\). The bracket is \(-(qk_F)^{-1}[(x-y+\kappa c)^{-1}+(x+y+\kappa c)^{-1}]\). The angular integral of \((\lambda+\kappa c)^{-1}\) is \(\kappa^{-1}\ln\frac{\lambda+\kappa}{\lambda-\kappa}\), and integration by parts, with \((\kappa^2-\lambda^2)/2\) as the primitive of \(\kappa\), gives \(\int_0^1\kappa\ln\frac{\lambda+\kappa}{\lambda-\kappa}d\kappa=h(\lambda)/2\). The prefactor is \(2\cdot2\pi k_F^3/(8\pi^3qk_F)\), so
\[\chi_0=-\frac{k_F}{\pi^2}\frac{h(x-y)+h(x+y)}{8x},\qquad h(\lambda)=(1-\lambda^2)\ln\frac{\lambda+1}{\lambda-1}+2\lambda .\]
Expanding the logarithm gives \(h=\sum_{m\ge0}4\lambda^{-2m-1}/[(2m+1)(2m+3)]\), which replaces the closed form for \(|\lambda|>3\), where its two terms cancel. The first term gives \(\chi_0\to k_F^3q^2/(3\pi^2z^2)=\rho q^2/z^2\), hence \(Y\to\omega_p^2/z^2\) with \(\omega_p^2=4\pi\rho\).

At \(z=\omega+i0\), \(\omega>0\), the logarithm has imaginary part \(+\pi\) in \(h(x-y)\) for \(|x-y|<1\) and \(-\pi\) in \(h(x+y)\) for \(x+y<1\). When both hold, the bracket \([1-(x-y)^2]-[1-(x+y)^2]=4xy\) gives \(\mathrm{Im}\chi_0=-\omega/(2\pi q)\); when the first alone holds, \(\mathrm{Im}\chi_0=-k_F[1-(x-y)^2]/(8\pi x)\). Both are negative, and the continuum ends at \(\omega_{\max}=qk_F+q^2/2\).

In the variable \(u=z^2\), \(P(u)=\int d\mu_0(t)/(u-t)\) with \(d\mu_0\ge0\). Then \(\mathrm{Im}P=-\mathrm{Im}\,u\int d\mu_0/|u-t|^2\neq0\) off the real axis and \(P<0\) for \(u<0\), so \(1-P\) has no zero off the positive axis. Cauchy's theorem around that axis gives
\[Y(u)=\int_0^T\frac{d\mu(t)}{u-t},\quad t=\omega^2,\quad d\mu=2\omega B\,d\omega,\quad B=-\frac{\mathrm{Im}P}{\pi|1-P|^2}\ge0 .\]
An undamped plasmon adds a point mass \(1/\partial_u(1-P)\), positive because \(P\) decreases above the continuum, and \(T\) must cover it. The large-\(u\) limit is the f-sum rule \(\int d\mu=\omega_p^2\).

## The linear scheme

The model is
\[Y_n=\sum_{k=1}^n\frac{2\Omega_kR_k}{z^2-\Omega_k^2}=\sum_k\frac{a_k}{u-t_k}=\frac{N(u)}{D(u)},\]
with \(t_k=\Omega_k^2\), \(a_k=2\Omega_kR_k\), \(D=u^n+\sum_{k<n}b_ku^k\) and \(N=\sum_{k<n}c_ku^k\). The conditions \(Y_n(u_j)=Y_j\) at \(2n\) distinct points are nonlinear in poles and residues, but multiplication by \(D(u_j)\) makes them linear in the coefficients:
\[\sum_{k<n}c_ku_j^k-Y_j\sum_{k<n}b_ku_j^k=Y_ju_j^n,\qquad j=0,\dots,2n-1 .\]
The \(t_k\) are the roots of \(D\), and for simple roots \(a_k=N(t_k)/D'(t_k)\). For \(n=1\) with samples at 0 and \(i\varpi\), \(Y_0=-a/t\) and \(Y_1=-a/(t+\varpi^2)\), so \(Y_0t=Y_1(t+\varpi^2)\) and
\[\Omega^2=\varpi^2\frac{Y_1}{Y_0-Y_1},\qquad R=-\tfrac12\Omega Y_0 ,\]
which is the Godby–Needs plasmon pole. Its accuracy depends on \(\varpi\), which is customarily taken near \(\omega_p\).

Two sample sets are used, on the scale \(\omega_s=(\omega_p^2+\omega_{\max}^2)^{1/2}\). The imaginary set is \(z_j=i\nu_j\), \(\nu_j=\omega_s[j/(2n-1)]^2\). The double-parallel (DP) set is \(\omega_m+0.1i\omega_s\), with its first point replaced by 0, and \(\omega_m+i\omega_s\), for \(n\) values \(\omega_m\) uniform on \([0,\omega_s]\). Both reduce to \(\{0,i\omega_s\}\) at \(n=1\).

## What the self-energy requires of the poles

The correlation self-energy is \(\Sigma_c=\int\frac{d^3q}{(2\pi)^3}v\,\frac{i}{2\pi}\int d\omega'\,G(\omega-\omega')Y(\omega')\) with time-ordered functions, and \(G(\omega)=1/(\omega-\varepsilon\pm i\eta)\), upper sign for an empty state. One pole contributes \(R[(\omega'-\Omega)^{-1}-(\omega'+\Omega)^{-1}]\). For an empty state \(G\) has its pole at \(\omega'=s\equiv\omega-\varepsilon+i\eta\), in the upper half-plane, so the contour is closed below, clockwise. If \(\mathrm{Im}\,\Omega<0\) it encloses \(\Omega\) and gives \(\frac{i}{2\pi}(-2\pi i)R/(s-\Omega)=R/(s-\Omega)\). For an occupied state, \(s=\omega-\varepsilon-i\eta\), the contour closes above on \(-\Omega\), residue \(-R\), and gives \(\frac{i}{2\pi}(2\pi i)(-R)/(s+\Omega)=R/(s+\Omega)\). With
\[F_n(s)=\sum_k\frac{R_k}{s-\Omega_k},\qquad F(s)=\int\frac{B(\omega)\,d\omega}{s-\omega},\]
empty states contribute \(F(\omega-\varepsilon)\) and occupied states \(-F(\varepsilon-\omega)\). A real pole is read as \(\Omega-i0\).

If \(\mathrm{Re}\,\Omega>0\) but \(\mathrm{Im}\,\Omega>0\), the lower contour encloses \(-\Omega\) and an empty state yields \(-R/(s+\Omega)\), a resonance at \(\omega=\varepsilon-\mathrm{Re}\,\Omega\), on the side that belongs to holes. For \(R=0.1\) and \(s=0.1+0.05i\) Ha, the pole \(0.3-0.05i\) Ha gives \(0.1/(-0.2+0.1i)=-0.400-0.200i\) and its conjugate gives \(-0.1/(0.4+0.1i)=-0.235+0.059i\). A usable pole has \(\mathrm{Re}\,\Omega>0\) and \(\mathrm{Im}\,\Omega\le0\).

Two identities tie \(F\) to \(Y\). The partial fractions above give \(Y(z)=F(z)+F(-z)\). For \(\mathrm{Re}\,\alpha>0\) and \(\mathrm{Re}\,\Omega>0\),
\[\int_0^\infty\frac{\alpha\,d\nu}{(\alpha^2+\nu^2)(\nu^2+\Omega^2)}=\frac{\alpha}{\Omega^2-\alpha^2}\Big[\frac{\pi}{2\alpha}-\frac{\pi}{2\Omega}\Big]=\frac{\pi}{2\Omega(\alpha+\Omega)} ,\]
and multiplication by \(-2\Omega R/\pi\), summed over poles or integrated over \(B\), gives
\[F(-\alpha)=\frac1\pi\int_0^\infty\frac{\alpha\,Y(i\nu)}{\alpha^2+\nu^2}\,d\nu .\]
For real \(\alpha\) the kernel is positive with integral \(1/2\), so \(|F_n-F|(-\alpha)\le\frac12\sup_\nu|Y_n-Y|\). On the spectrum, \(F(s)=Y(s)-F(-s)\) needs \(Y\) near the real axis as well.

## Poles and error for exact data

Let \(w(u)=\prod_j(u-u_j)\) and define
\[\tilde N(u)=\int\frac{D(u)w(t)-w(u)D(t)}{u-t}\,\frac{d\mu(t)}{w(t)} .\]
The numerator vanishes at \(u=t\), so \(\tilde N\) is a polynomial of degree at most \(2n-1\), and
\[YD-\tilde N=w(u)\int\frac{D(t)\,d\mu}{w(t)(u-t)} .\]
The right side vanishes at each \(u_j\). This includes \(u_0=0\) on the edge of the support: for \(q<2k_F\), \(B\propto\omega\) gives \(d\mu/w\sim t^{-1/2}dt\), the integral grows as \(|u|^{-1/2}\), and \(w(u)\propto u\). Thus \(\tilde N\) and \(N\) agree at \(2n\) points and are equal. At large \(u\), \(YD=O(u^{n-1})\), and \(1/(u-t)=\sum_kt^k/u^{k+1}\) turns the right side into \(w(u)\sum_km_ku^{-k-1}\), \(m_k=\int Dt^kd\mu/w\). The degree of \(N\) is at most \(n-1\) if and only if \(m_0=\dots=m_{n-1}=0\): the denominator is orthogonal to all lower polynomials under \(d\mu/w\). Since \([D(u)-D(t)]/(u-t)\) has degree \(n-1\) in \(t\), one may replace \(D(t)\) by \(D(t)^2/D(u)\) in the integral, and division by \(D(u)\) gives
\[Y-Y_n=\frac{w(u)}{D(u)^2}\int\frac{D(t)^2\,d\mu}{w(t)(u-t)} .\]
This holds for any sample set with a solvable system, provided the samples lie off the support or at an edge where \(d\mu/w\) is integrable.

Suppose each \(u_j\) is real and nonpositive or comes with its conjugate. Then \(w(t)\) is a product of factors \(t+\nu_j^2\) and \(|t-u_j|^2\), positive on \((0,T]\), and for a measure with a continuous part the monic orthogonal polynomial \(D\) exists, is unique and is real. If \(D\) changed sign at \(m<n\) points \(\tau_i\) of \((0,T)\), then \(D\prod_i(t-\tau_i)\) would have one sign and a nonzero integral, against orthogonality; so all \(n\) roots are real, simple and interior. With \(\ell_k=D(t)/[(t-t_k)D'(t_k)]\), the definition of \(\tilde N\) at \(u=t_k\) gives \(a_k=w(t_k)\int\ell_k\,d\mu/w\). The polynomial \(\ell_k^2-\ell_k\) vanishes at every root, so it is \(D\) times a polynomial of degree \(n-2\) and integrates to zero; hence \(a_k=w(t_k)\int\ell_k^2\,d\mu/w>0\). As \(u\to\infty\) the error formula gives \(\omega_p^2-\sum_ka_k=\int D^2d\mu/w>0\): the fitted f-sum lies below the true one. Conjugate samples cost nothing, because \(Y(u^*)=Y(u)^*\), but \(n\) complex points with their mirrors again give real poles.

For \(n\ge2\) the DP set is not closed under conjugation. Its weight \(w(t)\) is complex, the sign argument fails, and neither the position of the poles nor convergence is guaranteed by anything derived here.

## Convergence for imaginary sampling

Take \(u=-\nu^2\) and \(d\sigma=d\mu/[w(t)(t-u)]\ge0\). For any polynomial \(p\) of degree at most \(n\), put \(\hat p=p/p(u)\) and \(\hat D=D/D(u)\). The difference \(\hat p-\hat D\) vanishes at \(t=u\), so it is \((t-u)\) times a polynomial of degree at most \(n-1\), and \(\int\hat D(\hat p-\hat D)d\sigma=0\). Therefore \(\int\hat p^2d\sigma\ge\int\hat D^2d\sigma\), and since \(\int d\mu/(t-u)=|Y|\),
\[|Y-Y_n|\le|Y|\,\frac{\max_{[0,T]}p^2/w}{|p(u)^2/w(u)|} .\]
Map \(t=\frac T4(2-\zeta-1/\zeta)\). The unit circle covers \([0,T]\), and \(t=-\nu^2\) corresponds to \(\zeta=\exp[-2\,\mathrm{asinh}(\nu/\sqrt T)]\in(0,1]\). Multiplying out shows \(t-u_j=\frac{T}{4\zeta_j}(1-\zeta_j\zeta)(1-\zeta_j/\zeta)\), so \(w=C\,g(\zeta)g(1/\zeta)\) with \(g=\prod_j(1-\zeta_j\zeta)\) and \(C>0\). The function \(p=\zeta^{-n}g(\zeta)+\zeta^ng(1/\zeta)\) contains powers from \(-n\) to \(n\) and is symmetric under \(\zeta\to1/\zeta\), so it is a polynomial of degree at most \(n\) in \(\zeta+1/\zeta\), hence in \(t\). Squaring and dividing gives \(Cp^2/w=b+2+1/b\), where \(b=\zeta^{2n}g(1/\zeta)/g(\zeta)=\prod_j\frac{\zeta-\zeta_j}{1-\zeta\zeta_j}\). On the circle \(|b|=1\) and the expression is at most 4. Thus
\[|Y-Y_n|(i\nu)\le\frac{4|b|}{(1+b)^2}\,|Y(i\nu)| .\]
No factor of \(b\) exceeds 1 in modulus, and for fixed \(\nu>0\) the points with \(\nu_j\ge\omega_s/4\), half of the set, give factors below a fixed number smaller than 1. The error falls at least geometrically in \(n\). Positive residues and interpolation at 0 give \(|Y_n(i\nu)|\le|Y(0)|\), so dominated convergence yields \(F_n(-\alpha)\to F(-\alpha)\). Off the support \(|Y_n|\le\omega_p^2/\mathrm{dist}(u,[0,T])\), and Vitali's theorem extends the convergence to every such \(u\), and through \(F(s)=Y(s)-F(-s)\) to the first quadrant of \(s\), without a rate.

The bound degenerates at the origin: the factor with \(\zeta_0=1\) is \(-1\), the other \(2n-1\) factors tend to \(+1\) as \(\zeta\to1\), and \(b\to-1\). This comes from the sample on the edge of \([0,T]\) and happens for any \(\mu\); the true error vanishes at \(\nu=0\). Near the origin, however, \(Y\) has a term that no \(Y_n\) contains. With \(B\simeq\beta\omega\), \(Y(i\nu)-Y(0)=\int2B\nu^2d\omega/[\omega(\omega^2+\nu^2)]\simeq\pi\beta\nu\), and \(\mathrm{Im}\chi_0=-\omega/2\pi q\) with \(1/(1-P)=1+Y\) gives the slope \(\gamma=\pi\beta=2[1+Y(0)]^2/q^3\) for \(q<2k_F\). The fit is analytic in \(\nu^2\) and starts with zero slope.

## Repair and pseudocode

A root with \(\mathrm{Re}\,t<0\) has \(|\mathrm{Im}\,\Omega|>\mathrm{Re}\,\Omega\), and a negative real root puts a singularity on the imaginary axis. For \(\Omega=A-iA'\), \(-t^*=(A'-iA)^2\): the map \(t\to-t^*\) exchanges energy and damping. For an overdamped pole with \(A>0\) the contour argument is still valid, so there the map is a convention and not a requirement. After any move the residues are refitted to all \(2n\) samples; when nothing is moved the refit returns the Padé residues, since these leave zero residual.

```
input z_j, Y_j (j = 0..2n-1), ws
s_j = (z_j/ws)^2 ;  X_j = Y_j / max|Y|
solve [s^k , -X s^k](c,b) = X s^n      # SVD
t = ws^2 * roots(s^n + sum b_k s^k)
for each t:
    if Re t < 0: t = -conj(t)          # flip
    Om = principal sqrt(t)
    if Im Om > 0: Om = conj(Om)        # conjugate
    drop if |Om| > 5 ws, Re Om < 1e-8 ws,
         or within 1e-4 ws of a kept pole
M_jk = 2 Om_k/(z_j^2 - Om_k^2), columns normalized
R = least squares M R = Y, SVD cutoff 1e-11
```

Per momentum and matrix element, the solve, the companion-matrix roots and the refit each cost \(O(n^3)\), on top of \(2n\) evaluations of the response; afterwards \(F_n\) costs \(n\) terms per frequency.

The main instability is rank loss. If \(Y=N_m/D_m\) with \(m<n\), then \(N=N_mS\), \(D=D_mS\) solves the system for every monic \(S\) of degree \(n-m\): the matrix is singular and the extra roots are arbitrary, with zero residue. Data within rounding or noise of such a function inherit these pole–zero pairs. In the gas this regime is approached at small \(q\), where the plasmon exhausts the f-sum, and at large \(q\), where the continuum has relative width \(2qk_F/(q^2/2)=4k_F/q\). Monomials can be avoided altogether: splitting the samples into halves \(i\) and \(j\), the Loewner matrices \(\frac{Y_i-Y_j}{u_i-u_j}=-\sum_k\frac{a_k}{(u_i-t_k)(u_j-t_k)}\) and \(\frac{u_iY_i-u_jY_j}{u_i-u_j}\), the same sum with \(a_kt_k\) because \(u/(u-t)=1+t/(u-t)\), form a pencil with eigenvalues \(t_k\). The pencil is singular under the same rank loss.

## Worked example at fixed momentum

For \(r_s=4\) bohr, \(k_F=0.479790\) bohr\(^{-1}\), \(\varepsilon_F=0.115099\) Ha and \(\omega_p^2=3/r_s^3=0.046875\) Ha². At \(q=1.5k_F=0.719684\) bohr\(^{-1}\), \(\omega_{\max}=0.604270\) Ha and \(\omega_s=0.641886\) Ha. Reference values of \(F\) come from Gauss–Legendre quadrature of \(B\), 400 nodes on each side of the kink at \(qk_F-q^2/2=0.086324\) Ha. The continuum gives \(\int d\mu=0.046875\) Ha², so no undamped plasmon remains and \(\sqrt T=\omega_{\max}\).

For \(n=1\), \(Y(0)=-0.480363\) and \(Y(i\omega_s)=-0.080185\) give \(\Omega=0.641886\,(0.080185/0.400178)^{1/2}=0.28733\) Ha and \(R=0.28733\times0.480363/2=0.06901\) Ha. Then \(F_1(-\varepsilon_F)=-0.06901/0.40243=-0.1715\) against \(-0.1495\). The slope is \(\gamma=2(0.519637)^2/0.719684^3=1.4488\) Ha\(^{-1}\).

The fits below were solved in 50-digit arithmetic. The axis error is the largest \(|Y-Y_n|\) on a grid of step 0.25 in \(\ln\nu\); the far error is relative to \(Y(2i\omega_s)\).

| n | axis error | far error | bound | \(\sum a_k\) (Ha²) |
|---|---|---|---|---|
| 1 | 7.8e-2 | 1.1e-1 | 3.5e-1 | 0.039658 |
| 2 | 1.7e-2 | 2.8e-2 | 1.1e-1 | 0.044717 |
| 4 | 3.2e-3 | 1.3e-3 | 6.1e-3 | 0.046724 |
| 8 | 6.9e-4 | 3.0e-6 | 1.4e-5 | 0.046874 |

The far error follows its bound at a factor of 3 to 5 below it. The axis maximum sits below the first nonzero sample (\(\nu=0.0054\) Ha for \(n=4\), where \(\nu_1=0.641886/49=0.0131\) Ha) and falls algebraically: with \(\gamma\nu_1=0.930/(2n-1)^2\), it is about \(0.17\gamma\nu_1\) at both \(n=4\) and \(n=8\). That constant is observed, not derived. The four poles for \(n=4\) are 0.0159, 0.0932, 0.2534 and 0.4732 Ha, with residues 0.0003, 0.0052, 0.0222 and 0.0365 Ha.

The absolute kernel errors follow, at \(s=-\varepsilon_F\) and as the maximum over 121 points of the line \(\mathrm{Im}\,s=\eta=0.05\omega_s=0.0321\) Ha, \(0\le\mathrm{Re}\,s\le\omega_s\).

| n | imag, \(-\varepsilon_F\) | DP, \(-\varepsilon_F\) | imag, line | DP, line |
|---|---|---|---|---|
| 1 | 2.2e-2 | 2.2e-2 | 1.81 | 1.81 |
| 2 | 7.4e-4 | 1.4e-2 | 1.30 | 0.47 |
| 4 | 3.4e-5 | 5.5e-3 | 0.68 | 0.033 |
| 6 | 4.9e-6 | 2.4e-3 | 0.41 | 0.011 |
| 8 | 1.3e-6 | 1.2e-3 | 0.32 | 0.005 |

A real pole produces a peak of height \(R/\eta\) on the line: \(0.0365/0.0321=1.14\) for the top pole at \(n=4\), twice the exact maximum 0.51. The DP poles are damped; for \(n=4\) they are \(0.090-0.041i\), \(0.272-0.093i\), \(0.446-0.075i\) and \(0.555-0.028i\) Ha, so their denominators carry \(\eta+|\mathrm{Im}\,\Omega|\). At \(n=4\) and \(n=8\) the larger part of the DP error at \(-\varepsilon_F\) comes from \(\nu<0.1\omega_s\) in the imaginary-axis integral, and the nearest nonzero DP sample stays at least \(0.1\omega_s\) from the origin for all \(n\). The linear term may add to this error but is not its whole cause: at \(q=2.5k_F\), where that term is absent, the relative errors at \(n=8\) are still about \(10^{-4}\) for the DP set and \(2\times10^{-9}\) for the imaginary set.

At this momentum no DP fit needed any repair. At \(q=0.5k_F\), still in 50 digits, one pole of the \(n=4\) fit had \(\mathrm{Im}\,\Omega\approx+5\times10^{-7}\omega_s\), and no pole of the fits with \(n=2,6,8\) had \(\mathrm{Im}\,\Omega\) above \(10^{-7}\omega_s\). That pole represents the undamped plasmon at 0.2369 Ha, whose exact imaginary part is zero; the fitted imaginary part shrinks with \(n\) and varies in sign, negative at \(n=2,6\) and about \(+10^{-12}\omega_s\) at \(n=8\). Wrong-sided poles therefore occur with exact data, here as a small error on a pole that should be real.

## Failure modes

An indefinite measure, as for an off-diagonal matrix element, removes positivity. Take weights \(a=1\) and \(-3\) Ha² at \(\Omega=1\) and 2 Ha. Then \(X(0)=-1+3/4=-0.25\), \(X(i)=-1/2+3/5=0.1\), and the one-pole fit has \(\Omega^2=0.1/(-0.35)=-0.2857\) Ha². The flip gives \(\Omega=0.5345\) Ha, the refit \(R=0.0580\) Ha, and \(F_1(-1)=-0.0580/1.5345=-0.038\), whereas the exact value is \(0.5/(-2)+(-0.75)/(-3)=0\). Repair has removed the singularity but cannot reproduce the sign change of the data; two poles recover the model.

Noise produces unphysical poles. With Gaussian relative noise \(10^{-4}\) on the twelve imaginary samples for \(n=6\), in double precision, 18 of 20 realizations had a flipped or conjugated pole (conjugations are counted above \(10^{-7}\omega_s\)). The worst axis error on the grid was \(2.2\times10^{-2}\) raw and \(1.4\times10^{-3}\) repaired, against \(1.3\times10^{-3}\) without noise. The repaired \(F(-\varepsilon_F)\) had a relative error of at most \(1.4\times10^{-4}\) in these runs.

## The G0W0 self-energy at the Fermi surface

At \(k=k_F\), \(\omega=\varepsilon_F\), put \(\xi=\varepsilon_{k+q}-\varepsilon_F=q^2/2+qk_Fc\), ranging over \([\xi_-,\xi_+]\), \(\xi_\pm=q^2/2\pm qk_F\). Empty and occupied states combine into \(\mathrm{sgn}(\xi)F(-|\xi|)\). Since \(\int\frac{d^3q}{(2\pi)^3}v=\frac1\pi\int dq\,dc\) and \(dc=d\xi/qk_F\),
\[\Sigma_c=\frac1{\pi k_F}\int_0^\infty\frac{dq}{q}\,I(q),\qquad I=\int_{\xi_-}^{\xi_+}\mathrm{sgn}(\xi)F(-|\xi|)\,d\xi .\]
For one pole the integrand \(-\mathrm{sgn}(\xi)R/(|\xi|+\Omega)\) has the primitive \(-R\ln(|\xi|+\Omega)\) on both sides of zero, and in the imaginary-axis form \(\xi/(\xi^2+\nu^2)\) has the primitive \(\frac12\ln(\xi^2+\nu^2)\):
\[I_n=\sum_kR_k\ln\frac{\Omega_k+|\xi_-|}{\Omega_k+\xi_+},\qquad I=\frac1{2\pi}\int_0^\infty Y(i\nu)\ln\frac{\xi_+^2+\nu^2}{\xi_-^2+\nu^2}\,d\nu .\]
The exact \(I\) is real and negative. With the trapezoid rule in \(\ln\nu\) (step 0.25, from \(10^{-10}\omega_s\) to \(10^4\omega_s\)) and 32 Gauss–Legendre nodes each on \(q\in[0,2k_F]\) and \(2k_F/q\in(0,1)\), the full-frequency value is \(\Sigma_c=-0.053470\) Ha \(=-1.455\) eV. The multipole values use the same 64 momenta, double precision and repair; errors are moduli of the difference from that value.

| n | imag (Ha) | error (meV) | DP (Ha) | error (meV) |
|---|---|---|---|---|
| 1 | −0.058086 | 126 | −0.058086 | 126 |
| 2 | −0.053477 | 0.19 | −0.05588+0.00036i | 66 |
| 4 | −0.053466 | 0.10 | −0.05397+0.00058i | 21 |
| 6 | −0.053469 | 0.016 | −0.05359+0.00027i | 8.0 |

The \(n=1\) row uses \(\varpi=\omega_s(q)\). The same one-pole sum with \(\varpi=\omega_p\) at every momentum lies within 0.1 meV of the full-frequency value at this density, so the 126 meV reflects the sampling scale and is not the error of the customary Godby–Needs choice. That close agreement is an accident of the density: the error of the choice \(\varpi=\omega_p\) changes sign near \(r_s=4\), and the one-pole value minus the full-frequency value is \(+35\), \(+11\) and \(-6\) meV at \(r_s=2\), 3 and 5. The imaginary-set error changes sign between \(n=2\) and \(n=4\), and the drop by a factor of 650 from \(n=1\) to \(n=2\) is helped by two cancellations. \(Y-Y_n\) alternates in sign with \(w(-\nu^2)\) between samples, and the error of \(I_n\) changes sign with \(q\): at \(n=2\) the moduli summed over \(\nu\) and \(q\) give 15 meV, the moduli of the momentum contributions give 2.5 meV, and the signed total is 0.19 meV. At \(n=6\) that set needed 53 flips, 21 conjugations and 21 drops among 384 poles. Exact arithmetic forbids poles that need a flip or a conjugation for this set, so those are products of rounding, and the repaired sum is still within 0.016 meV. The DP set leaves a spurious imaginary part, which at \(n=6\) exceeds the error of the real part, \(0.00012\) Ha. At the Fermi surface \(F\) is needed at negative arguments alone, where imaginary sampling is proved to converge; in the one case tested, \(q=1.5k_F\) and \(\eta=0.05\omega_s\), damped poles gave the smallest error for a given number of poles where the argument of \(F\) lies just above the spectrum of \(Y\). Part of that gain comes from sampling near the real axis: the \(n\) points \(\omega_s[(m+\frac12)/n+0.1i]\) with their mirrors give real poles and a line error of 0.063 at \(n=8\), and 0.005 at \(n=16\), which needs the same sixteen evaluations of the response as the eight-pole DP fit.

Numerical values quoted here were computed with a short program.
